Automatic Spin Integration of the UHF-CCSD Equations

**1. Result**

The coupled-cluster singles and doubles (CCSD) equations for an unrestricted Hartree–Fock (UHF) reference follow mechanically from the spin-orbital equations. Give every summation index a spin. Keep the labelings for which each tensor has as many β labels above as below. Bring each tensor to the order αα, αβ or ββ with its sign, and add equal terms. The Hamiltonian must conserve S_z; conservation of S² is neither needed nor imposed.

A spin label belongs to one contraction line, the segment between two vertices. It need not continue along a path drawn through an antisymmetrized vertex, because one such drawing stands for several spin-continuous ones. Section 5 gives an example of the error made by following a single path.

Indices i,j,k,l are occupied, a,b,c,d virtual and p,q,r,s general. From Section 3 on, lower case means α and upper case β. Repeated indices absent from the left side are summed, and orbitals are real.

**2. The spin-orbital input**

Let v⁰(pq,rs) = ⟨pq|rs⟩ − ⟨pq|sr⟩ and

H = h⁰(p,q) p†q + ¼ v⁰(pq,rs) p†q†s r,
T1 = t(a,i) a†i,  T2 = ¼ t(ab,ij) a†b†j i.

T1 and T2 commute, so T1 can be absorbed into H first. From [i†,T1] = −t(a,i)a† and [a,T1] = t(a,i)i, with all higher commutators zero,

e^(−T1) i† e^(T1) = i† − t(a,i) a†,
e^(−T1) a e^(T1) = a + t(a,i) i,

while a† and i are unchanged. Let t be the matrix with virtual rows and occupied columns, X = 1 − t and Y = 1 + t. The transformed Hamiltonian has the same form as H, with

h = X h⁰ Y,
v(pq,rs) = X(p,p′) X(q,q′) v⁰(p′q′,r′s′) Y(r′,r) Y(s′,s).

It is still antisymmetric in each index pair. Normal ordering with respect to the determinant |0⟩ gives a constant and a Fock matrix:

E₀ = Σ_k h(k,k) + ½ Σ_kl v(kl,kl),
f(p,q) = h(p,q) + Σ_k v(pk,qk).

It remains to project e^(−T2) H e^(T2)|0⟩, with this dressed H, on excited determinants. T2 operators cannot contract with each other, and in the commutator expansion each must contract with H. The rules for a term are these.

*Sign.* Since {p†q†s r} = {p†r q†s}, every vertex is a product of column pairs, which can be reordered freely. The bra ⟨0|i†j†b a supplies the columns i†a and j†b, so all paths close into loops. In a loop (p₁†r₁)…(pₙ†rₙ), r₁ contracts with p₂†, and so on, and rₙ with p₁†. Moving p₁† to the end passes 2n−1 operators and gives −1. Every contracted couple then reads r p†. A particle line has this order already. A hole line came as k†k and costs another −1. The sign is (−1)^(holes + loops).

*Weight.* Relabeling the two lines at a vertex gives equal contributions, which cancel the factors ¼, except where the relabeling reproduces the same contraction. This leaves ½ for each pair of equivalent internal lines. With two T2, the factor 1/2! of the expansion is cancelled by the two ways of assigning the roles to the two operators. Inequivalent placements of external indices are generated by P(ij)Z = Z − Z(i↔j).

For one T2 and a single excitation, H must lower the excitation rank by one:

0 = f(a,i) + f(k,c)t(ac,ik) + ½v(ak,cd)t(cd,ik) − ½v(kl,ic)t(ac,kl).

The last term has holes i,k,l and two loops, hence its minus sign. For doubles, the part of H acting with one T2 preserves the rank. With two T2, H must be v(kl,cd), whose four lines divide as cd|kl, ck|dl, c|dkl or k|cdl:

0 = v(ab,ij) + P(ab)f(b,c)t(ac,ij) − P(ij)f(k,j)t(ab,ik)
 + ½v(ab,cd)t(cd,ij) + ½v(kl,ij)t(ab,kl)
 + P(ij)P(ab)v(kb,cj)t(ac,ik)
 + ½P(ij)P(ab)v(kl,cd)t(ac,ik)t(db,lj)
 + ¼v(kl,cd)t(cd,ij)t(ab,kl)
 − ½P(ab)v(kl,cd)t(ac,ij)t(bd,kl)
 − ½P(ij)v(kl,cd)t(ab,ik)t(cd,jl).

In the ck|dl term, exchanging the two T2 is the same as exchanging (a,i) with (b,j), so the four permutations count each contribution twice; the ½ corrects this. Three T2 would raise the rank by six, which H cannot bring back to two. The energy is

E = E₀ + ¼v(kl,cd)t(cd,kl).

**3. Spin rules and the algorithm**

T1 conserves S_z, so t(a,i) is diagonal in spin and dressing preserves the spin blocks. An element of f vanishes unless its two spins agree; an element of v or T2 vanishes unless its upper and lower pairs contain equally many β labels. The mixed block of v⁰ is a plain integral, because the exchange integral vanishes by spin orthogonality:

v⁰(pQ,rS) = ⟨pQ|rS⟩,  v⁰(pQ,Sr) = −⟨pQ|rS⟩.

Three blocks of v and three of T2 therefore suffice. The algorithm is:

1. Fix the external spins. In the αα and ββ blocks keep P as an operator, since it exchanges letters of equal spin. In the αβ block write P out before assigning spins, since a and B are distinguishable.
2. Run through all 2ⁿ spin labelings of the n internal indices and discard those forbidden at any vertex.
3. In each pair put α before β, and equal spins in alphabetical order. Each exchange gives −1.
4. Form all renamings k↔l and c↔d, and all permutations in a retained P with their signs. Repeat step 3 on each resulting string, because a renaming can undo that order, and sort the factors t alphabetically. Choose the alphabetically first string as the canonical form. In both comparisons a capital ranks with its lower-case letter, and case only breaks ties.
5. Add the rational coefficients of equal strings.

Step 4 is legitimate because dummy names have no meaning and P(ij)Z(i↔j) = −P(ij)Z. An equivalence missed there would lengthen the equations without changing their value. A sign lost in step 3 would change it.

The energy shows the counting. For k of α and l of β spin, (c,d) may be (α,β) or (β,α); in the second case v and T2 both change sign on reordering, and the product does not. With k and l exchanged there are four equal contributions, so

E = E₀ + ¼v(kl,cd)t(cd,kl) + v(kL,cD)t(cD,kL) + ¼v(KL,CD)t(CD,KL).

A second example is the image −v(ka,cJ)t(Bc,ik) of the term with v(kb,cj), under a↔b. Spin balance in t requires c to be α and k to be β. Reordering gives v(Ka,cJ) = −v(aK,cJ) and t(Bc,iK) = −t(cB,iK). The result is −v(aK,cJ)t(cB,iK).

**4. The generated equations**

For α singles, 9 allowed labelings merge into 7 terms:

0 = f(a,i) + f(k,c)t(ac,ik) + f(K,C)t(aC,iK)
 + ½v(ak,cd)t(cd,ik) + v(aK,cD)t(cD,iK)
 + ½v(kl,ci)t(ac,kl) − v(kL,iC)t(aC,kL).

For αα doubles, 18 labelings merge into 15 terms:

0 = v(ab,ij) − P(ab)f(a,c)t(bc,ij) + P(ij)f(k,i)t(ab,jk)
 + ½v(ab,cd)t(cd,ij) + ½v(kl,ij)t(ab,kl)
 + P(ab)P(ij)[ −v(ak,ci)t(bc,jk) + v(aK,iC)t(bC,jK)
  + ½v(kl,cd)t(ac,ik)t(bd,jl) + v(kL,cD)t(ac,ik)t(bD,jL)
  + ½v(KL,CD)t(aC,iK)t(bD,jL) ]
 + ¼v(kl,cd)t(ab,kl)t(cd,ij)
 − P(ab)[ ½v(kl,cd)t(ac,ij)t(bd,kl) + v(kL,cD)t(ac,ij)t(bD,kL) ]
 − P(ij)[ ½v(kl,cd)t(ab,ik)t(cd,jl) + v(kL,cD)t(ab,ik)t(cD,jL) ].

For αβ doubles, 41 of 177 labelings are allowed and merge into 27 terms:

0 = v(aB,iJ) + f(B,C)t(aC,iJ) + f(a,c)t(cB,iJ)
 − f(K,J)t(aB,iK) − f(k,i)t(aB,kJ)
 + v(aB,cD)t(cD,iJ) + v(kL,iJ)t(aB,kL)
 + v(kB,cJ)t(ac,ik) − v(BK,CJ)t(aC,iK)
 − v(aK,cJ)t(cB,iK) − v(kB,iC)t(aC,kJ)
 − v(ak,ci)t(cB,kJ) + v(aK,iC)t(BC,JK)
 + v(kl,cd)t(ac,ik)t(dB,lJ) + v(KL,CD)t(aC,iK)t(BD,JL)
 + v(kL,cD)[ t(ac,ik)t(BD,JL) + t(aD,iL)t(cB,kJ)
  + t(aD,kJ)t(cB,iL) + t(aB,kL)t(cD,iJ)
  − t(aD,iJ)t(cB,kL) − t(aD,kL)t(cB,iJ)
  − t(aB,iL)t(cD,kJ) − t(aB,kJ)t(cD,iL) ]
 − ½v(KL,CD)[ t(aC,iJ)t(BD,KL) + t(aB,iK)t(CD,JL) ]
 + ½v(kl,cd)[ t(ac,kl)t(dB,iJ) − t(aB,kJ)t(cd,il) ].

The β and ββ equations follow by exchanging all spins and reordering the mixed tensors.

**5. The error of following one path**

In every canonical term the columns conserve spin, so each term by itself can be drawn with continuous spin lines. The error arises if this is demanded of the columns of the spin-orbital term before reordering. What survives depends on how the antisymmetrized vertices are written; with the columns of Section 2, 22 labelings remain in the αβ equation instead of 41. The missing part that is linear in T2 is

½v(aB,cD)t(cD,iJ) + ½v(kL,iJ)t(aB,kL)
 + f(a,c)t(cB,iJ) − f(k,i)t(aB,kJ)
 − v(aK,cJ)t(cB,iK) − v(kB,iC)t(aC,kJ).

This error is of first order in the amplitudes, and converging the iteration does not remove it. As an example, take 3 α and 2 β electrons in five orbitals of each spin, with normally distributed random coefficients in H, T1 and T2. Before antisymmetrization their standard deviation is 1 in the one-electron part of H and 0.3 in the two-electron part, T1 and T2. Matrices of the fermion operators in the full Fock space give the αβ residual directly from e^(−T)He^(T). Its largest element is 4.11 in the units of the model. In this draw the path rule is wrong by up to 2.87, or 70 percent of that element; the ratio varies with the draw and with the scale of the amplitudes.

**6. Two limits**

*No β electrons.* All terms with K or L vanish, as do the αβ and ββ amplitudes. The αα equation reduces to the spin-orbital equation of Section 2 with every index α.

*Closed-shell singlet.* Let both spins share the same spatial orbitals, and write τ(ab,ij) = t(aB,iJ). If T2 creates no spin, it commutes with S₊ = Σ_p p†P, where P is the β partner of p. The needed commutators are [S₊,B†] = b† and [S₊,i] = −I. In [S₊,T2], the operator a†B†J I receives −τ(ab,ij) from the αβ part and ½t(AB,IJ) from the ββ part. Since J I is antisymmetric, only the part of the coefficient antisymmetric in i and j must vanish:

t(AB,IJ) = τ(ab,ij) − τ(ab,ji).

The αβ block then determines the others. For an open shell this relation is not available in general, and all three blocks must be solved for.

**7. Iteration and its error**

Let R(ab,ij) be the right side of a doubles equation. The undressed (T1 = 0) part of its Fock terms contributes D·t(ab,ij), with D = ε_a + ε_b − ε_i − ε_j, where ε are the UHF orbital energies of the spins concerned. This suggests the step s = −R/D, and for singles the same with D = ε_a − ε_i. Starting from zero amplitudes, the first step gives t = −v⁰/D, and the energy then is that of second-order perturbation theory (MP2). Later steps are accelerated by DIIS: up to eight recent trial vectors are combined, with weights of sum one that minimize the norm of the combined step.

Near the solution, R ≈ (D + W)δ, where δ is the amplitude error and W the rest of the Jacobian. Hence s = −(1 + D⁻¹W)δ. If the norm q of D⁻¹W is below one,

‖δ‖ ≤ ‖s‖/(1 − q).

Close to the solution, a small step therefore means a small error when q is well below one; the step alone does not show that the solution is close. For q near one the bound is weak, and for q ≥ 1 it gives nothing; q is not computed here. CCSD is not variational, so the energy error is in general linear in δ: to leading order |δE| ≤ ‖g‖‖δ‖, with g the gradient of E with respect to the amplitudes.

**8. The chromium septet**

The free Cr atom in its 3d⁵4s¹ septet has very different numbers of α and β electrons. The LANL2DZ basis and effective core potential leave 14 electrons, 10 α and 4 β, all correlated, in 22 spatial orbitals. There are 12 α and 18 β virtual orbitals. The doubles arrays hold

αα: 10²·12² = 14400,
αβ: 10·4·12·18 = 8640,
ββ: 4²·18² = 5184

numbers, 28224 together. The undivided spin-orbital array would hold 14²·30² = 176400, which is 6.25 times as many.

In Rydberg units the kinetic energy is −∇² and the electron repulsion 2/r. The UHF orbital energies of α spin are −0.742 Ry for 3d and −0.445 Ry for 4s. UHF gives ⟨S²⟩ = 12.00000 ħ², the value S(S+1) = 3·4 of a septet, so in this basis spin contamination of the reference is invisible at this precision. The larger LANL2TZ basis with the same core potential gives 12.0003 ħ² and orbital energies of −0.743 and −0.444 Ry. The UHF energy is −171.3152 Ry; it excludes the electrons replaced by the core potential.

Twelve residual evaluations bring the norm of the step below 10⁻⁸. The correlation energy relative to UHF is the sum of the αα, αβ, ββ and singles parts:

−0.07258 − 0.07005 − 0.06209 + 0.00144 = −0.20328 Ry.

The unrounded parts give −0.20327 Ry, or −2.766 eV. MP2 gives −0.17921 Ry, so in this basis CCSD lowers the energy by a further 13 percent of the MP2 value. In larger bases with f functions the two methods agree within half a percent for this atom: −0.766 Ry (CCSD) against −0.765 Ry (MP2) in LANL2TZ with one f shell of exponent 1.941.

The singles part is E₀ minus the UHF energy. In the spin-orbital notation of Section 2, with indices running over both spins, expanding e^(T1) gives f⁰(i,a)t(a,i) + ½v⁰(kl,cd)t(c,k)t(d,l), with f⁰ the undressed Fock matrix. The first term vanishes for converged UHF orbitals. The second has no fixed sign, and here it is positive.

In this basis the three doubles parts are similar in size although the pair numbers are not. There are 45 αα, 40 αβ and 6 ββ electron pairs, which gives on average −0.0016, −0.0018 and −0.0103 Ry per pair. This pattern belongs to the small basis, not to the atom. In LANL2TZ with one f shell the parts are −0.221, −0.478 and −0.068 Ry, or −0.0049, −0.0119 and −0.0114 Ry per pair, and the αβ part dominates. The largest doubles amplitude is in the αα block. Its value, 0.046 for symmetry-adapted real orbitals, depends on how the degenerate p and d orbitals are oriented; random rotations within these shells gave 0.027 to 0.041.

The path rule, applied to the energy formula alone, would keep two of the four mixed labelings. At fixed amplitudes it would lose half the αβ part, 0.035 Ry, or 17 percent of the correlation energy in this basis (31 percent in LANL2TZ with one f shell).

These digits describe the stated model, not the atom. The correlation energy of these 14 electrons is far from converged in the basis: CCSD gives −0.203 Ry in LANL2DZ, −0.766 Ry in LANL2TZ with one f shell and −0.650 Ry in the all-electron def2-TZVP basis with the ten innermost electrons frozen, and MP2 in def2-QZVP reaches −0.842 Ry. The small basis, the core potential, the missing connected triple excitations and the missing spin–orbit coupling cause errors that the step norm does not measure.
